\section*{Structure constants from two codes: what must agree and what need not}

\section*{Question}

I am comparing the structure constants of two multiple-scattering codes for the same cluster of three spherical wells. The energy, the positions and the cut-off $l\le2$ are the same. For the first two sites, my element with $(l,m)=(0,0)$ and $(l',m')=(1,1)$ is $0.158-0.195i$ bohr$^{-1}$; the other code gives $-0.195-0.158i$. With either set I get the same determinant, $1.0058+0.0615i$.

I was told that factors such as $i^{l-l'}$, Condon--Shortley signs and the sign of $\mathbf R$ are similarity transformations, which leave determinants and densities unchanged. So I read the other code's matrix into my own density routine. The charge in the first sphere is the same as before, $0.960$ states/Ry per spin, but at one point inside it the density of states went from $0.0255$ to $0.0312$ states/(Ry\,bohr$^3$). Is one of the matrices wrong after all? If not, why does the density change?

\section*{Answer}

Neither matrix is wrong. The statement you were told lacks a condition: a similarity transformation is a change of basis, and everything that carries a basis index must take part in it. With spherical scatterers the determinant does not reveal a partial change. The density in general does, because it contains the harmonics explicitly.

\subsection*{What the structure constants are}

I use Rydberg units, with $E=\kappa^2>0$, and write $L=(l,m)$. Let
\[
J_L(\mathbf r)=j_l(\kappa r)Y_L(\hat{\mathbf r}),\qquad
H_L(\mathbf r)=h_l(\kappa r)Y_L(\hat{\mathbf r}),\qquad h_l=j_l+in_l ,
\]
where $Y_L$ includes the Condon--Shortley phase. A superscript $\times$ means that $Y_L$ is conjugated and the radial function is not. The free Green function obeys $(\nabla^2+E)G_0=\delta$, and for $x>x'$ its partial-wave expansion is
\begin{equation}
G_0(\mathbf x,\mathbf x')=-\frac{e^{i\kappa|\mathbf x-\mathbf x'|}}{4\pi|\mathbf x-\mathbf x'|}
=-i\kappa\sum_L H_L(\mathbf x)J_L^\times(\mathbf x').
\label{g0}
\end{equation}

To refer a wave from centre $j$ to centre $i$, put $\mathbf S=\mathbf R_i-\mathbf R_j$. For $|\mathbf q|=\kappa$ a plane wave is $e^{i\mathbf q\cdot\mathbf x}=4\pi\sum_L i^lJ_L(\mathbf x)Y_L^*(\hat{\mathbf q})$. Take $\mathbf x=\mathbf r+\mathbf S$, multiply by $Y_{L'}(\hat{\mathbf q})$ and integrate over $\hat{\mathbf q}$. Expanding the factors $e^{i\mathbf q\cdot\mathbf r}$ and $e^{i\mathbf q\cdot\mathbf S}$ separately gives
\[
4\pi i^{l'}J_{L'}(\mathbf r+\mathbf S)=(4\pi)^2\sum_{LL''}i^{l+l''}J_L(\mathbf r)J_{L''}(\mathbf S)
\int Y_{L'}Y_L^*Y_{L''}^*\,d\Omega .
\]
Now regard $\mathbf r$ as a shift of $\mathbf S$, made by the Taylor operator $e^{\mathbf r\cdot\nabla_S}$. The gradient acts on $j_l$ and $h_l$ through the same recurrences, so at each order in $\mathbf r$ the same coefficients appear with $H_{L''}(\mathbf S)$ in place of $J_{L''}(\mathbf S)$. The shifted outgoing wave is regular for $r<S$, so its expansion in $J_L(\mathbf r)$ holds in that whole ball:
\begin{align}
H_{L'}(\mathbf r+\mathbf S)&=\sum_LJ_L(\mathbf r)\,g_{LL'}(\mathbf S),\nonumber\\
g_{LL'}(\mathbf S)&=4\pi\sum_{L''}i^{l+l''-l'}H_{L''}(\mathbf S)\int Y_{L'}Y_L^*Y_{L''}^*\,d\Omega .
\label{g}
\end{align}
Inserting this in (\ref{g0}), with $\mathbf r$ and $\mathbf r'$ inside non-overlapping spheres $i\ne j$, gives
\begin{equation}
G_0(\mathbf r+\mathbf R_i,\mathbf r'+\mathbf R_j)
=\sum_{LL'}J_L(\mathbf r)B^{ij}_{LL'}J^\times_{L'}(\mathbf r'),\qquad B^{ij}=-i\kappa\,g(\mathbf R_i-\mathbf R_j).
\label{b}
\end{equation}
The left side is a function of two points in space and knows nothing of conventions. The matrix $B$ is its set of coefficients in a chosen basis.

\subsection*{How the elements change}

Let the other code use $Y'_K=\sum_LY_LU_{LK}$, with $U$ unitary, equal on all sites, and mixing only values of $m$ within one $l$. The radial functions depend on $l$ alone, so the row of functions $J$ becomes $J'=JU$ and the column $J^\times$ becomes $U^\dagger J^\times$. Equality of the two expansions requires $JBJ^\times=JUB'U^\dagger J^\times$, hence
\begin{equation}
B'=U^\dagger BU .
\label{sim}
\end{equation}

\emph{Powers of $i$.} If $Y'_L=i^{-l}Y_L$, then $U^\dagger$ has the diagonal elements $i^l$, and $B'_{LL'}=i^{l-l'}B_{LL'}$. Harmonics $i^lY_L$ give the inverse factor.

\emph{Condon--Shortley signs.} Suppose the phase $(-1)^m$ is dropped for $m>0$ while $Y_{l,-m}=(-1)^mY^*_{lm}$ is kept. Then $Y'_{lm}=(-1)^mY_{lm}$ for every $m$, and $B'_{LL'}=(-1)^{m+m'}B_{LL'}$. A code that instead leaves the negative $m$ as they were has a different diagonal $U$; equation (\ref{sim}) still holds.

\emph{Sign of $\mathbf R$.} Replacing $\mathbf S$ by $-\mathbf S$ in (\ref{g}) multiplies each term by $(-1)^{l''}$. By parity the integral vanishes unless $l+l'+l''$ is even, so
\begin{equation}
B_{LL'}(-\mathbf S)=(-1)^{l+l'}B_{LL'}(\mathbf S).
\label{par}
\end{equation}
This is (\ref{sim}) with $Y'_L(\hat{\mathbf r})=(-1)^lY_L(\hat{\mathbf r})=Y_L(-\hat{\mathbf r})$. A matrix with every $\mathbf R$ reversed is the one that belongs to harmonics whose argument points towards the centre.

Your element fits the first case, though not that case alone: harmonics $i^l(-1)^mY_{lm}$ would give the same factor for it. The density computed below supports the first case. With $l=0$ and $l'=1$ the factor is $i^{-1}=-i$, and
\[
-i\,(0.158-0.195i)=-0.195-0.158i .
\]

Moduli need not agree either. For $l=0$ the integral in (\ref{g}) leaves $L''=L'$ and equals $1/\sqrt{4\pi}$, so
\begin{equation}
B_{00;L'}=-i\kappa\sqrt{4\pi}\,h_{l'}(\kappa S)\,Y_{L'}(\hat{\mathbf S}).
\label{row}
\end{equation}
A real $p_x$ harmonic is $\sqrt{3/4\pi}\,x/r$, while $Y_{11}=-\sqrt{3/8\pi}\,(x+iy)/r$. In the cluster described below, $S_x:S_y=3.6:1.4$ for sites 1 and 2, so
\[
\frac{B_{s,p_x}}{B_{00;11}}=-\frac{\sqrt2\,S_x}{S_x+iS_y}=-1.228+0.478i .
\]
Multiplying by $0.1581-0.1953i$ gives $-0.101+0.315i$ bohr$^{-1}$, the printed element. Its modulus is $0.331$, against $0.251$ for the complex harmonic: $U$ has redistributed the $l'=1$ elements among themselves.

Equation (\ref{row}) is also a way to identify a convention. If both codes have the same constant $Y_{00}$ and normalize $B$ as in (\ref{b}), the other code's first row divided by $-i\kappa\sqrt{4\pi}\,h_{l'}$ is its own $Y'_{L'}(\hat{\mathbf S})$. One element is not enough. Reversed $\mathbf R$ and the missing phase both give $-1$ for $(00;11)$ and $+1$ for $(00;20)$; they differ for $(00;10)$, where reversal gives $-1$ and the missing phase $+1$.

\subsection*{Why the determinant agrees}

Outside a spherical scatterer an incoming component $J_L$ produces $J_L-i\kappa t_lH_L$, with $t_l=-e^{i\delta_l}\sin\delta_l/\kappa$. To check the sign, insert $t_l$:
\[
j_l+ie^{i\delta_l}\sin\delta_l\,(j_l+in_l)=e^{i\delta_l}(\cos\delta_l\,j_l-\sin\delta_l\,n_l),
\]
where $1+i\sin\delta_l\,e^{i\delta_l}=\cos\delta_l\,e^{i\delta_l}$ was used. This is the regular solution with phase shift $\delta_l$.

Let $c_i$ be the amplitudes arriving at site $i$ and $s_i=t_ic_i$ the scattered ones. What arrives is the external wave $a_i$ plus the waves scattered by the other sites, $c_i=a_i+\sum_{j\ne i}B^{ij}s_j$. Since $c_i=t_i^{-1}s_i$,
\begin{equation}
(t^{-1}-B)\,s=a,\qquad s=\tau a,\qquad \tau=(t^{-1}-B)^{-1}.
\label{tau}
\end{equation}
In the other basis $t'=U^\dagger tU$, and
\[
\det(1-t'B')=\det\!\left[U^\dagger(1-tB)U\right]=\det(1-tB).
\]
For a spherical scatterer $t$ is a multiple of the unit matrix within each $l$, so $t'=t$. You can leave $t$ untouched without making an error, and that is why your determinant agreed.

\subsection*{Where the harmonics enter the density}

Place a source at $\mathbf r'$ just outside well $i$, and observe at $r<r'$. By (\ref{g0}) and (\ref{b}) the source sends the amplitudes $a_i=-i\kappa H^\times(\mathbf r')$ to site $i$ and $a_j=B^{ji}J^\times(\mathbf r')$ to the others. The field near site $i$ is
\[
G(\mathbf r,\mathbf r')=\sum_LZ_L(\mathbf r)s_{iL},\qquad Z_L=t_l^{-1}J_L-i\kappa H_L .
\]
The site-diagonal block of $\tau(t^{-1}-B)=1$ reads $\sum_{j\ne i}\tau^{ij}B^{ji}=\tau^{ii}t_i^{-1}-1$. Therefore
\begin{align}
s_i&=\tau^{ii}(-i\kappa H^\times)+\sum_{j\ne i}\tau^{ij}B^{ji}J^\times\nonumber\\
&=\tau^{ii}\left(t_i^{-1}J^\times-i\kappa H^\times\right)-J^\times=\tau^{ii}Z^\times-J^\times ,\nonumber
\end{align}
and
\begin{equation}
G(\mathbf r,\mathbf r')=\sum_{LL'}Z_L(\mathbf r)\tau^{ii}_{LL'}Z^\times_{L'}(\mathbf r')-\sum_LZ_L(\mathbf r)J^\times_L(\mathbf r').
\label{site}
\end{equation}
From $t_l^{-1}=-\kappa(\cot\delta_l-i)$ the radial part of $Z_L$ is $Z_l=\kappa(n_l-\cot\delta_l\,j_l)$, which is real. Both $Z_l$ and $j_l$ continue into the well as real solutions of its radial equation. At $\mathbf r=\mathbf r'$ the second sum is therefore real, since $\sum_m|Y_{lm}|^2$ is. With the row $y_L=Z_l(r)Y_L(\hat{\mathbf r})$, the local density of states per spin, restricted to $l,l'\le2$, is
\begin{equation}
n(\mathbf r)=-\frac1\pi\,\mathrm{Im}\;y\,\tau^{ii}y^\dagger .
\label{n}
\end{equation}
If the harmonics change together with $\tau$, then $y'\tau'y'^\dagger=yU\,U^\dagger\tau U\,U^\dagger y^\dagger=y\tau y^\dagger$, and the density is unchanged.

You did something else: you kept your $y$ and took the other code's $\tau'$. This gives
\begin{equation}
n_{\rm mix}=-\frac1\pi\,\mathrm{Im}\;y\,U^\dagger\tau^{ii}U\,y^\dagger ,
\label{mix}
\end{equation}
the density formed with harmonics $YU^\dagger$ that do not belong to $\tau$. The consequences differ from case to case.

\begin{itemize}
\item \emph{Reversed} $\mathbf R$. The row becomes $(-1)^ly_L(\mathbf r)=y_L(-\mathbf r)$, so $n_{\rm mix}(\mathbf r)=n(-\mathbf r)$. The density in each sphere is inverted through its own centre.
\item \emph{Sign} $(-1)^m$. Since $(-1)^mY_{lm}(\theta,\varphi)=Y_{lm}(\theta,\varphi+\pi)$, the density in each sphere is turned by $\pi$ about its $z$ axis.
\item \emph{Factor} $i^{l-l'}$. Let $n_{ll'}$ be the part of (\ref{n}) from one ordered pair of angular momenta. In real harmonics $G_0(\mathbf x,\mathbf x')=G_0(\mathbf x',\mathbf x)$ makes $B$ symmetric under exchange of sites and indices together, so $\tau^{ii}$ is symmetric. The complex sums for $(l,l')$ and $(l',l)$ are then equal. Their factors add to $i^{l-l'}+i^{l'-l}=2\cos[\pi(l-l')/2]$, so
\begin{equation}
n_{\rm mix}=\sum_{ll'}\cos\!\left[\frac{\pi(l-l')}{2}\right]n_{ll'} .
\label{cos}
\end{equation}
All parts with odd $l-l'$ vanish, and those with $|l-l'|=2$ change sign.
\end{itemize}

The charge in the sphere, which here means the density of states integrated over its volume, is blind to all this. Integration over angles leaves the diagonal elements of $\tau^{ii}$, and within one $l$ they share the same radial integral. What remains is the trace over $m$, which $U$ preserves.

\subsection*{The numbers}

The cluster has wells of radius 2 bohr at $(0,0,0)$, $(3.6,1.4,2.2)$ and $(-1.8,3.9,-2.0)$ bohr, with depths 1.0, 1.6 and 0.7 Ry. The energy is 0.5 Ry, so $\kappa=0.707$ bohr$^{-1}$. At $\mathbf r=(0.9,0.5,1.1)$ bohr in the first well, the parts of the reference density are, in $10^{-3}$ states/(Ry\,bohr$^3$) and with cross parts counted in both orders,
\[
\begin{array}{lll}
ss:\ 7.687&\quad pp:\ 20.694&\quad dd:\ 1.354\\
sp:\ -5.520&\quad pd:\ 2.757&\quad sd:\ -1.479
\end{array}
\]
The first row adds to $29.735$. In the same unit,
\begin{align*}
n(\mathbf r)&=29.735-5.520+2.757-1.479=25.493,\\
n(-\mathbf r)&=29.735+5.520-2.757-1.479=31.019,\\
n_{\rm mix}^{\,i^{l-l'}}(\mathbf r)&=29.735+1.479=31.214 .
\end{align*}
The last line is your $0.0312$. It exceeds the correctly assembled value for $l\le2$ by 22\%, relative to that value. The correct density at $-\mathbf r$ happens to be close to it, but the two are different quantities. With the missing phase the mixed result is $32.647$, the reference density at $(-0.9,-0.5,1.1)$ bohr. When each of the five sets, including the real one, is used with its own harmonics, all give $25.493$.

The dipole moment $\int n\,\mathbf r\,d^3r$ over the first sphere shows the geometry at once. The reference value is $(-0.058,-0.018,-0.036)$ bohr\,states/Ry per spin. Mixing in the matrix for reversed $\mathbf R$ changes all three signs. The missing phase changes the signs of $x$ and $y$ only. The factor $i^{l-l'}$ gives zero, because a dipole needs the $sp$ and $pd$ parts that (\ref{cos}) removes. The charge is $0.960$ states/Ry per spin in each of these cases. All these numbers belong to the cut-off $l\le2$ shared by the two codes and are not converged in $l$. With $l\le6$ the density at $\mathbf r$ rises by about 5\% to $0.0268$ states/(Ry\,bohr$^3$), the charge becomes $0.964$ states/Ry per spin, the dipole becomes $(-0.053,-0.015,-0.033)$ bohr\,states/Ry per spin and the determinant becomes $1.002+0.053i$. The transformation law (\ref{sim}) holds for any cut-off.

These results rest on two independent checks. The elements of $B$ from (\ref{g}) agree with those found by projecting shifted outgoing waves on a sphere, separately for each convention. The full Green function built from $\tau$ also has the logarithmic derivative of each well at its surface for $l\le2$; the slope found by finite differences and the slope required by the well differ by at most $8\times10^{-7}$ of the sum of their moduli.

\subsection*{When mixing does no visible harm}

If all neighbours of a site are distant, $B\to0$ and $\tau^{ii}\to t_i$. This commutes with $U$, the density becomes spherical, and mixing cannot be seen. At a site with inversion symmetry $n(-\mathbf r)=n(\mathbf r)$, so reversed $\mathbf R$ goes unnoticed in the density. The factor $i^{l-l'}$ can still show there through the $sd$ part. A calculation that needs no more than the spherical average of the density on each site sees none of these errors. A test of conventions should therefore use a site without symmetry and a quantity that depends on direction.

\subsection*{Changes that are not similarities}

Three operations resemble the ones above but change the determinant.

\emph{A factor $i^{l+l'}$.} Let $\Lambda$ be diagonal with elements $i^l$, and $P=\Lambda^2$ with elements $(-1)^l$. The new matrix is $\Lambda B\Lambda$, a congruence. Since $t$ and $\Lambda$ commute, $\Lambda^{-1}(t\Lambda B\Lambda)\Lambda=tBP$, and
\[
\det(1-t\Lambda B\Lambda)=\det(1-tBP)=\det(1-PtB).
\]
This is the original problem with $t_l$ replaced by $-t_l$ for odd $l$. No real phase shift can produce that: $\mathrm{Im}\,t_l=-\sin^2\delta_l/\kappa$ cannot be positive. The determinant moves from $1.006+0.062i$ to $2.004-0.337i$.

\emph{Reversing $\mathbf R$ in one of the two blocks of each pair.} This happens if $B^{ji}$ is filled with the vector meant for $B^{ij}$. For two sites the determinant is $\det(1-t_1B^{12}t_2B^{21})$, and the error replaces $B^{21}$ by $PB^{21}P$. A cyclic shift of the factors gives $\det(1-Pt_1B^{12}Pt_2B^{21})$, the same value as for the factor $i^{l+l'}$. If all scattering is $s$-wave, $P=1$ and the error has no effect; it needs paths that connect even and odd $l$. With three sites the two errors are no longer equivalent, and the result depends on which block of each pair is reversed, hence on the numbering of the sites. Keeping the blocks $B^{ij}$ with $i<j$, in the order of the sites given above, and reversing the others gives $1.653-0.383i$.

\emph{A non-spherical scatterer left untransformed.} If $t$ does not commute with $P$, reversing every $\mathbf R$ without changing $t$ gives
\[
\det(1-tPBP)=\det(1-PtP\,B),
\]
the determinant for the scatterer inverted through its centre. As an example, add a real coupling of $0.3$ bohr$^{-1}$ between $(0,0)$ and $(1,0)$ to the inverse $t$ matrix of the first well. The determinant is then $0.969+0.087i$. With reversed $\mathbf R$ and the old $t$ it is $1.041+0.019i$, the value for a coupling of $-0.3$ bohr$^{-1}$ with the original $B$. Transforming $t$ as well restores $0.969+0.087i$.

\subsection*{What to do with your two codes}

If $U$ is diagonal and both codes have the same $Y_{00}$, its elements are the ratios $B'_{00;L'}/B_{00;L'}$ of the two first rows, wherever $B_{00;L'}\ne0$. A general $U$ is not fixed by one direction $\hat{\mathbf S}$; then use (\ref{row}) to test the harmonics you suspect, and compute $U$ from their definition. In either case confirm $B'=U^\dagger BU$ on the whole matrix, both blocks of each pair included. Then either convert the imported matrix to your own basis, $B=UB'U^\dagger$, or use the other code's harmonics wherever $\tau'$ meets a direction in space. For a non-spherical potential, $t$ must be in the same basis too. In your case the conversion is $B_{LL'}=i^{l'-l}B'_{LL'}$, and the density at your point returns to $0.0255$ states/(Ry\,bohr$^3$). The numerical output below lists the elements, determinants and densities for each convention.

\section*{Calculated quantities}
\begin{verbatim}
energy 0.5 Ry, kappa 0.707107 1/bohr, well radius 2.0 bohr
site 1: position [0. 0. 0.] bohr, depth 1.0 Ry, phase shifts l=0,1,2 (mod pi): +1.28104 +0.37803 +0.01484 rad
site 2: position [3.6 1.4 2.2] bohr, depth 1.6 Ry, phase shifts l=0,1,2 (mod pi): -1.53475 +1.11611 +0.02894 rad
site 3: position [-1.8  3.9 -2. ] bohr, depth 0.7 Ry, phase shifts l=0,1,2 (mod pi): +0.99236 +0.20498 +0.00954 rad
distances 1-2, 1-3, 2-3 (bohr): 4.4452 4.7381 7.2835
elements of B between sites 1 and 2 (1/bohr); columns (00;11) and (00;20)
  in the real set these places hold (s;p_x) and (s;d_3z2-1)
  reference    +0.158084 -0.195264i   +0.046339 +0.063734i
  i^(l-l')     -0.195264 -0.158084i   -0.046339 -0.063734i
  no CS phase  -0.158084 +0.195264i   +0.046339 +0.063734i
  reversed R   -0.158084 +0.195264i   +0.046339 +0.063734i
  real         -0.100913 +0.315389i   +0.046339 +0.063734i
det(1-tB), dimensionless, each code with its own B
  reference    +1.005807 +0.061505i
  i^(l-l')     +1.005807 +0.061505i
  no CS phase  +1.005807 +0.061505i
  reversed R   +1.005807 +0.061505i
  real         +1.005807 +0.061505i
density in well 1 at r = [0.9 0.5 1.1] bohr, states/(Ry bohr^3) per spin
  reference at r 0.0254932, at -r 0.0310191, turned by pi about z 0.0326474
  columns: own harmonics, reference harmonics (mismatch except first row)
  reference    0.0254932  0.0254932
  i^(l-l')     0.0254932  0.0312137
  no CS phase  0.0254932  0.0326474
  reversed R   0.0254932  0.0310191
  real         0.0254932  0.0296984
parts of reference density at r, same unit (cross parts count both orders)
  ss +0.0076866  pp +0.0206940  dd +0.0013543
  sp -0.0055201  pd +0.0027572  sd -0.0014788
B of each code with reference harmonics: sphere charge (states/Ry per spin),
  dipole x, y, z (bohr states/Ry per spin)
  reference    0.9597983  -0.0578974 -0.0184811 -0.0361711
  i^(l-l')     0.9597983  +0.0000000 +0.0000000 +0.0000000
  no CS phase  0.9597983  +0.0578974 +0.0184811 -0.0361711
  reversed R   0.9597983  +0.0578974 +0.0184811 +0.0361711
determinants after changes that are not similarities (dimensionless)
  factor i^(l+l')                  +2.003994 -0.337270i
  R reversed in one block per pair +1.652801 -0.382646i
non-spherical well 1: s-p coupling 0.3 1/bohr in inverse t
  reference B                      +0.969208 +0.086911i
  reversed R, t not transformed    +1.041340 +0.019377i
  reversed R, t transformed        +0.969208 +0.086911i
  reference B, inverted scatterer  +1.041340 +0.019377i
largest relative mismatch of slopes at the wells: 7.7e-07
\end{verbatim}
